# Near-surface share of a truncated and renormalized Gaussian implant: verification in Python

```python
# Result under test: a Gaussian implant profile cut at the surface and rescaled
# has the share F = [Phi((d-R)/s) - Phi(-R/s)] / Phi(R/s) in the outer layer.
# R: parent range, s: parent straggle, d: layer thickness (all in nm);
# Phi: standard normal distribution function; depth x > 0 lies in the solid.
# Shares refer to the retained dose unless a label says otherwise.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, fsolve
from scipy.special import ndtr

R, s, d = 100.0, 40.0, 20.0
dose = 1.0e14                 # retained ions per cm2
NM_TO_CM = 1.0e-7
FAR = 700.0                   # nm, far beyond every profile used here


def phi(u):
    return np.exp(-u*u/2)/np.sqrt(2*np.pi)


def gauss(x, mean, width):
    return np.exp(-0.5*((x-mean)/width)**2)/(np.sqrt(2*np.pi)*width)


def integral(func, low, high, breaks=None):
    return quad(func, low, high, points=breaks, limit=300,
                epsabs=1e-12, epsrel=1e-11)[0]


def share(mean, width, start=0.0, thickness=d):
    inside = ndtr((start+thickness-mean)/width) - ndtr((start-mean)/width)
    return inside/ndtr((mean-start)/width)


def cut_moments(mean, width):
    a = mean/width
    k = phi(a)/ndtr(a)
    return mean+width*k, width*np.sqrt(1-a*k-k*k)


def moments_by_quadrature(density, low, breaks):
    area = integral(density, low, FAR, breaks)
    mean = integral(lambda x: x*density(x), low, FAR, breaks)/area
    var = integral(lambda x: (x-mean)**2*density(x), low, FAR, breaks)/area
    third = integral(lambda x: (x-mean)**3*density(x), low, FAR, breaks)/area
    return area, mean, np.sqrt(var), third/var**1.5


# Main result against direct quadrature
Z = ndtr(R/s)
F = share(R, s)
raw = ndtr((d-R)/s) - ndtr(-R/s)
area, mean_q, sd_q, _ = moments_by_quadrature(
    lambda x: gauss(x, R, s), 0.0, [R])
layer_q = integral(lambda x: gauss(x, R, s), 0.0, d)
assert abs(area-Z) < 1e-9
assert abs(layer_q/area-F) < 1e-9
assert round(100*F, 1) == 1.7
mean_cut, sd_cut = cut_moments(R, s)
assert abs(mean_cut-mean_q) < 1e-6 and abs(sd_cut-sd_q) < 1e-6

# Conditional meaning: throw away sampled stops outside the solid
rng = np.random.default_rng(7)
stops = rng.normal(R, s, 2_000_000)
stops = stops[stops > 0]
F_sampled = np.mean(stops < d)
sampling_error = np.sqrt(F*(1-F)/stops.size)
assert abs(F_sampled-F) < 5*sampling_error

# Hand estimate: Simpson numerator and bounds on the missing tail
a = R/s
simpson = d/6*(gauss(0, R, s)+4*gauss(d/2, R, s)+gauss(d, R, s))
tail_high = phi(a)/a
tail_low = tail_high*(1-1/a**2)
assert abs(simpson-layer_q) < 2e-6
assert tail_low < 1-area < tail_high
F_low, F_high = simpson/(1-tail_low), simpson/(1-tail_high)
assert F_low < layer_q/area < F_high

# Concentrations in cm^-3
peak = dose/(np.sqrt(2*np.pi)*s*NM_TO_CM*Z)
surface = peak*np.exp(-a*a/2)
average = dose*F/(d*NM_TO_CM)
dose_q = integral(lambda x: np.exp(-0.5*((x-R)/s)**2), 0, FAR, [R])
assert abs(peak*dose_q*NM_TO_CM/dose-1) < 1e-9

# Other readings of the problem
folded = ndtr((d-R)/s) - ndtr((-d-R)/s)
folded_q = integral(lambda x: gauss(x, R, s)+gauss(-x, R, s), 0, d)
assert abs(folded-folded_q) < 1e-9
parent_R, parent_s = fsolve(
    lambda p: np.array(cut_moments(p[0], p[1]))-np.array([R, s]), [R, s])
_, check_mean, check_sd, _ = moments_by_quadrature(
    lambda x: gauss(x, parent_R, parent_s), 0.0, [parent_R])
assert abs(check_mean-R) < 1e-5 and abs(check_sd-s) < 1e-5
F_moments = share(parent_R, parent_s)

# Skewed profile: two half-Gaussians joined at the mode
skew = -0.5


def skew_error(delta):
    product = s*s-(1-2/np.pi)*delta**2
    third = np.sqrt(2/np.pi)*delta*((4/np.pi-1)*delta**2+product)
    return third/s**3-skew


delta = brentq(skew_error, -1.5*s, 0)
product = s*s-(1-2/np.pi)*delta**2
s_front = (-delta+np.sqrt(delta**2+4*product))/2
s_back = s_front+delta
mode = R-np.sqrt(2/np.pi)*delta


def joined(x):
    width = s_front if x < mode else s_back
    return (2/(np.sqrt(2*np.pi)*(s_front+s_back))
            * np.exp(-0.5*((x-mode)/width)**2))


j_area, j_mean, j_sd, j_skew = moments_by_quadrature(joined, -FAR, [mode])
assert abs(j_area-1) < 1e-8 and abs(j_mean-R) < 1e-5
assert abs(j_sd-s) < 1e-5 and abs(j_skew-skew) < 1e-6
F_skew = integral(joined, 0, d)/integral(joined, 0, FAR, [mode])
assert F_skew > F

# Channelled component, stripped oxide and sputtering (rough inputs)
channelled, R_deep, s_deep = 0.10, 200.0, 60.0
F_channel = (1-channelled)*F+channelled*share(R_deep, s_deep)
oxide = 2.0
F_oxide = share(R, s, start=oxide)
oxide_q = (integral(lambda x: gauss(x, R, s), oxide, oxide+d)
           / integral(lambda x: gauss(x, R, s), oxide, FAR, [R]))
assert abs(F_oxide-oxide_q) < 1e-9
assert F_channel < F < F_oxide
atom_density, sputter_yield = 5.0e22, 1.0
sputtered = sputter_yield*dose/atom_density/NM_TO_CM


# Diffusion with a reflecting surface; length = sqrt(2 D t)
def diffused_share(length):
    def arriving(x):
        landing = ndtr((d-x)/length)-ndtr((-d-x)/length)
        return landing*gauss(x, R, s)/Z
    return integral(arriving, 0, FAR, [d, R])


def finite_volume_share(length, h=0.5, depth=500.0, steps=200):
    cells = int(depth/h)
    x = (np.arange(cells)+0.5)*h
    c = gauss(x, R, s)
    c /= c.sum()*h
    r = length**2/2/steps/h**2
    matrix = np.zeros((3, cells))
    matrix[0, 1:] = -r/2
    matrix[2, :-1] = -r/2
    matrix[1] = 1+r
    matrix[1, 0] = matrix[1, -1] = 1+r/2
    for _ in range(steps):
        flux = np.diff(c)
        rhs = c.copy()
        rhs[:-1] += r/2*flux
        rhs[1:] -= r/2*flux
        c = solve_banded((1, 1), matrix, rhs)
    return c[x < d].sum()*h


lengths = (5.0, 20.0)
F_diffused = [diffused_share(length) for length in lengths]
for length, value in zip(lengths, F_diffused):
    # Grid and time-step errors are far below this absolute tolerance.
    assert abs(finite_volume_share(length)-value) < 2e-5
assert F < F_diffused[0] < F_diffused[1]

print(f"Parent range R: {R:.0f} nm")
print(f"Parent straggle s: {s:.0f} nm")
print(f"Outer layer thickness d: {d:.0f} nm")
print(f"Retained dose: {dose:.2e} cm^-2")
print(f"Scaled limits: {-a:.2f} and {(d-R)/s:.2f} (no unit)")
print(f"Phi at surface limit: {ndtr(-a):.7f} (no unit)")
print(f"Phi at layer limit: {ndtr((d-R)/s):.7f} (no unit)")
print(f"Parent area in layer: {raw:.7f} (no unit)")
print(f"Retained area Z: {Z:.7f} (no unit)")
print(f"Share F: {F:.6f} (no unit)")
print(f"Share F: {100*F:.3f} percent")
print(f"Share by quadrature: {100*layer_q/area:.3f} percent")
print(f"Share by sampling: {100*F_sampled:.3f} percent")
print(f"Sampling standard error: {100*sampling_error:.3f} percent")
print(f"phi at 2.50, 2.25, 2.00: {phi(a):.6f}, "
      f"{phi((d/2-R)/s):.6f}, {phi((d-R)/s):.6f}")
print(f"Simpson layer area: {simpson:.7f} (no unit)")
print(f"Tail bounds: {tail_low:.6f} to {tail_high:.6f} (no unit)")
print(f"Hand bounds on F: {100*F_low:.3f} to {100*F_high:.3f} percent")
print(f"Dose in outer layer: {dose*F:.3e} cm^-2")
print(f"Peak concentration: {peak:.3e} cm^-3")
print(f"Surface concentration: {surface:.3e} cm^-3")
print(f"Layer-average concentration: {average:.3e} cm^-3")
print(f"Mean after truncation: {mean_cut:.2f} nm")
print(f"Standard deviation after truncation: {sd_cut:.2f} nm")
print(f"Share without rescaling: {100*raw:.3f} percent of parent")
print(f"Share with tail folded back: {100*folded:.3f} percent")
print(f"Parent range for retained moments: {parent_R:.2f} nm")
print(f"Parent straggle for retained moments: {parent_s:.2f} nm")
print(f"Share for retained moments: {100*F_moments:.3f} percent")
for test_R in (0.95*R, 1.05*R):
    print(f"Share at R = {test_R:.0f} nm: {100*share(test_R, s):.3f} percent")
for test_s in (0.95*s, 1.05*s):
    print(f"Share at s = {test_s:.0f} nm: {100*share(R, test_s):.3f} percent")
print(f"Assumed skewness: {skew:.1f} (no unit)")
print(f"Joined-profile mode: {mode:.2f} nm")
print(f"Joined widths, front and back: {s_front:.2f}, {s_back:.2f} nm")
print(f"Share with skewness: {100*F_skew:.3f} percent")
print(f"Channelled part: {100*channelled:.0f} percent")
print(f"Channelled range, straggle: {R_deep:.0f}, {s_deep:.0f} nm")
print(f"Share with channelling: {100*F_channel:.3f} percent")
print(f"Stripped oxide thickness: {oxide:.0f} nm")
print(f"Share in silicon after stripping: {100*F_oxide:.3f} percent")
for length, value in zip(lengths, F_diffused):
    print(f"Share, diffusion length {length:.0f} nm: {100*value:.3f} percent")
print(f"Assumed sputter yield: {sputter_yield:.0f} atom per ion")
print(f"Assumed silicon atom density: {atom_density:.1e} cm^-3")
print(f"Sputtered depth: {sputtered:.3f} nm")
print("PASS")
```

It prints:

```
Parent range R: 100 nm
Parent straggle s: 40 nm
Outer layer thickness d: 20 nm
Retained dose: 1.00e+14 cm^-2
Scaled limits: -2.50 and -2.00 (no unit)
Phi at surface limit: 0.0062097 (no unit)
Phi at layer limit: 0.0227501 (no unit)
Parent area in layer: 0.0165405 (no unit)
Retained area Z: 0.9937903 (no unit)
Share F: 0.016644 (no unit)
Share F: 1.664 percent
Share by quadrature: 1.664 percent
Share by sampling: 1.673 percent
Sampling standard error: 0.009 percent
phi at 2.50, 2.25, 2.00: 0.017528, 0.031740, 0.053991
Simpson layer area: 0.0165398 (no unit)
Tail bounds: 0.005890 to 0.007011 (no unit)
Hand bounds on F: 1.664 to 1.666 percent
Dose in outer layer: 1.664e+12 cm^-2
Peak concentration: 1.004e+19 cm^-3
Surface concentration: 4.409e+17 cm^-3
Layer-average concentration: 8.322e+17 cm^-3
Mean after truncation: 100.71 nm
Standard deviation after truncation: 39.10 nm
Share without rescaling: 1.654 percent of parent
Share with tail folded back: 2.140 percent
Parent range for retained moments: 99.09 nm
Parent straggle for retained moments: 41.12 nm
Share for retained moments: 1.938 percent
Share at R = 95 nm: 2.181 percent
Share at R = 105 nm: 1.252 percent
Share at s = 38 nm: 1.344 percent
Share at s = 42 nm: 1.994 percent
Assumed skewness: -0.5 (no unit)
Joined-profile mode: 120.80 nm
Joined widths, front and back: 52.06, 25.99 nm
Share with skewness: 2.199 percent
Channelled part: 10 percent
Channelled range, straggle: 200, 60 nm
Share with channelling: 1.507 percent
Stripped oxide thickness: 2 nm
Share in silicon after stripping: 1.858 percent
Share, diffusion length 5 nm: 1.750 percent
Share, diffusion length 20 nm: 2.988 percent
Assumed sputter yield: 1 atom per ion
Assumed silicon atom density: 5.0e+22 cm^-3
Sputtered depth: 0.020 nm
PASS
```
